# Peak temperature of a Wiedemann-Franz filament from its voltage alone: verification in Python

```python
"""
Result under test: a conductor with kappa = L*sigma*T, insulated sides and
both contacts at T0 has, under a voltage V,
    T^2 = T0^2 + phi*(V - phi)/L   and   Tmax^2 = T0^2 + V^2/(4 L),
whatever its shape and whatever sigma(position, T).
phi: potential from one contact; sigma, kappa: electrical and thermal
conductivity; L: Lorenz number, (pi^2/3)(kB/e)^2.
In the body solver temperature is kB*T/e in volts, so that L = pi^2/3.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit, kv
from scipy.sparse import coo_matrix, diags, bmat
from scipy.sparse.linalg import spsolve

KB_E = const.k / const.e
LOR = np.pi**2 / 3
LOR_SI = LOR * KB_E**2


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


def law(volts, cold):
    """Peak temperature in kelvin from the derived law."""
    return np.sqrt(cold**2 + volts**2 / (4 * LOR_SI))


# ---- Lorenz number from the response of Fermi functions -----------------
def lorenz_from_fermi(step=1e-3):
    def heat(x):
        return x * (expit(-x / (1 + step)) - expit(-x / (1 - step))) / (2 * step)

    def charge(x):
        return (expit(-(x - step)) - expit(-(x + step))) / (2 * step)

    def total(f):
        return quad(f, -60, 0, limit=200)[0] + quad(f, 0, 60, limit=200)[0]

    return total(heat) / total(charge)


lorenz_number = lorenz_from_fermi()
assert abs(lorenz_number / LOR - 1) < 1e-5


# ---- axisymmetric body: coupled charge and heat equations ---------------
def linear_solve(n, a, b, g, c, gc, fixed, source):
    """Steady conduction: cell pairs a-b with g, contact cells c with gc."""
    rows = np.concatenate([a, b, a, b, c])
    cols = np.concatenate([a, b, b, a, c])
    data = np.concatenate([g, g, -g, -g, gc])
    matrix = coo_matrix((data, (rows, cols)), shape=(n, n)).tocsc()
    return spsolve(matrix, source + np.bincount(c, gc * fixed, n))


def solve_body(radius_cells, sigma_map, volts, cold):
    """Cells are unit squares in (r, z); sigma falls as 1/sqrt(T)."""
    nr = radius_cells.max()
    inside = np.arange(nr)[:, None] < radius_cells[None, :]
    n = inside.sum()
    index = -np.ones(inside.shape, dtype=int)
    index[inside] = np.arange(n)
    radial = inside[:-1] & inside[1:]
    axial = inside[:, :-1] & inside[:, 1:]
    a = np.concatenate([index[:-1][radial], index[:, :-1][axial]])
    b = np.concatenate([index[1:][radial], index[:, 1:][axial]])
    geom = np.concatenate([2 * np.pi * (np.nonzero(radial)[0] + 1),
                           np.pi * (2 * np.nonzero(axial)[0] + 1)])
    first, last = np.nonzero(inside[:, 0])[0], np.nonzero(inside[:, -1])[0]
    c = np.concatenate([index[first, 0], index[last, -1]])
    geom_c = 2 * np.pi * (2 * np.concatenate([first, last]) + 1)
    phi_c = np.concatenate([np.zeros(len(first)), np.full(len(last), volts)])
    temp = np.full(n, 2 * cold)
    for _ in range(45):
        sigma = sigma_map[inside] * np.sqrt(cold / temp)
        g = geom * 2 * sigma[a] * sigma[b] / (sigma[a] + sigma[b])
        gc = geom_c * sigma[c]
        phi = linear_solve(n, a, b, g, c, gc, phi_c, np.zeros(n))
        half = 0.5 * g * (phi[a] - phi[b])**2
        heat = (np.bincount(a, half, n) + np.bincount(b, half, n)
                + np.bincount(c, gc * (phi[c] - phi_c)**2, n))
        kap = LOR * sigma * temp
        k = geom * 2 * kap[a] * kap[b] / (kap[a] + kap[b])
        kc = geom_c * LOR * sigma[c] * (temp[c] + cold) / 2
        new = linear_solve(n, a, b, k, c, kc, np.full(len(c), cold), heat)
        change = np.max(np.abs(new - temp) / temp)
        temp = 0.5 * (temp + new)
    assert change < 1e-6
    field = np.full(inside.shape, np.nan)
    field[inside] = phi
    spread = np.max(np.nanmax(field, axis=0) - np.nanmin(field, axis=0))
    return phi, temp, spread / volts


# ---- quasi-1D filament with optional losses, SI units -------------------
def quasi_1d(area, length, sigma, volts, cold, side=0.0, kappa_lat=0.0,
             coupling=1e22):
    """Peak electron and lattice temperatures. side: W/(m K);
    coupling: electron-lattice exchange, W/(m^3 K); a huge value makes
    the two temperatures equal."""
    n = len(area)
    dz = length / n
    current = volts / np.sum(dz / (sigma * area))
    joule = current**2 * dz / (sigma * area)
    inner = 2 * area[1:] * area[:-1] / (area[1:] + area[:-1]) / dz
    geom = np.concatenate([[2 * area[0] / dz], inner, [2 * area[-1] / dz]])
    link = coupling * area * dz
    loss = np.full(n, side * dz)

    def operator(k):
        return diags([k[:-1] + k[1:], -k[1:-1], -k[1:-1]], [0, 1, -1])

    def contact(k):
        out = np.zeros(n)
        out[0] += k[0] * cold
        out[-1] += k[-1] * cold
        return out

    electron = np.full(n, 2.0 * cold)
    k_lat = kappa_lat * geom
    for _ in range(60):
        padded = np.concatenate([[cold], electron, [cold]])
        k_el = LOR_SI * sigma * 0.5 * (padded[1:] + padded[:-1]) * geom
        matrix = bmat([[operator(k_el) + diags(link), -diags(link)],
                       [-diags(link), operator(k_lat) + diags(link + loss)]])
        rhs = np.concatenate([joule + contact(k_el),
                              contact(k_lat) + loss * cold])
        both = spsolve(matrix.tocsc(), rhs)
        change = np.max(np.abs(both[:n] - electron))
        electron = 0.5 * (electron + both[:n])
    assert change < 1e-3
    return electron.max(), both[n:].max()


# ---- example: rough values for a breakdown filament in hafnium oxide ----
volts, cold = 0.30, 300.0
length, radius, sigma = 20e-9, 10e-9, 1e6
area = np.pi * radius**2
resistance = length / (sigma * area)
peak = law(volts, cold)
print("EXAMPLE")
show("Lorenz number over (kB/e)^2, from Fermi functions", lorenz_number, "", ".5f")
show("Lorenz number", LOR_SI, "V^2/K^2", ".4e")
show("filament length", length * 1e9, "nm")
show("filament radius", radius * 1e9, "nm")
show("filament conductivity", sigma, "S/m", ".1e")
show("voltage", volts, "V")
show("contact temperature", cold, "K")
show("resistance", resistance, "ohm", ".1f")
show("current", volts / resistance * 1e3, "mA", ".2f")
show("peak temperature, law", peak, "K", ".1f")
show("peak thermal energy kB*Tmax", peak * KB_E, "eV", ".4f")
show("high-voltage slope 1/(2 sqrt L)", 0.5 / np.sqrt(LOR_SI), "K/V", ".0f")
for v in (0.1, 0.2, 0.5):
    show(f"peak temperature, law, at {v} V", law(v, cold), "K", ".0f")

# ---- shape tests in full axisymmetric geometry --------------------------
print("SHAPE TESTS")
nz = 80
neck = np.full(nz, 24)
neck[24:40] = 8
cone = np.round(np.linspace(6, 20, nz)).astype(int)
for name, shape in (("abrupt neck", neck), ("cone", cone)):
    ring = np.arange(shape.max())[:, None]
    slab = np.arange(nz)[None, :]
    sigma_map = (1 + 0.5 * np.cos(ring / 3)) * np.where(slab < 50, 1.0, 5.0)
    phi, temp, spread = solve_body(shape, sigma_map, volts, cold * KB_E)
    local = np.sqrt((cold * KB_E)**2 + phi * (volts - phi) / LOR)
    deviation = np.max(np.abs(temp / local - 1))
    # tolerances: finite cells, coarsest where T rises steeply at a contact
    assert abs(temp.max() / KB_E / peak - 1) < 0.01
    assert deviation < 0.02
    if name == "abrupt neck":
        assert spread > 0.05      # the body is far from quasi-1D
    show(f"{name}, solved peak", temp.max() / KB_E, "K", ".1f")
    show(f"{name}, largest local deviation from law", 100 * deviation, "%", ".2f")
    show(f"{name}, potential spread in a cross-section", 100 * spread, "% of V", ".1f")

# ---- quasi-1D: shape drops out only while the sides are insulated -------
cells = 400
z = (np.arange(cells) + 0.5) / cells
uniform = np.full(cells, area)
necked = np.pi * (radius * (1 - 0.6 * np.exp(-((z - 0.3) / 0.12)**2)))**2
necked_peak = quasi_1d(necked, length, sigma, volts, cold)[0]
assert abs(quasi_1d(uniform, length, sigma, volts, cold)[0] - peak) < 2
assert abs(necked_peak - peak) < 2
show("quasi-1D off-centre neck, solved peak", necked_peak, "K", ".1f")


# ---- diffusion without electron-electron equilibrium --------------------
def energy_temperature(x):
    """Temperature (K) defined by excess energy of the mixed distribution."""
    t0, mu = cold * KB_E, x * volts

    def occupied(e):
        return (1 - x) * expit(-e / t0) + x * expit(-(e - volts) / t0)

    above = quad(lambda e: (e - mu) * occupied(e), mu, mu + 2, limit=300)[0]
    below = quad(lambda e: (mu - e) * (1 - occupied(e)), mu - 2, mu, limit=300)[0]
    return np.sqrt(6 * (above + below)) / np.pi / KB_E


for x in (0.3, 0.5):
    expected = np.sqrt(cold**2 + x * (1 - x) * volts**2 / LOR_SI)
    assert abs(energy_temperature(x) / expected - 1) < 1e-6
show("energy-defined mid-temperature without equilibrium",
     energy_temperature(0.5), "K", ".1f")

# ---- size of neglected effects ------------------------------------------
print("NEGLECTED EFFECTS (rough material parameters)")
kappa_ox, kappa_lat, exchange = 1.0, 2.0, 5e17


def side_loss(r):
    x = np.pi * r / length
    return 2 * np.pi * kappa_ox * x * kv(1, x) / kv(0, x)


show("oxide thermal conductivity", kappa_ox, "W/(m K)")
show("filament lattice thermal conductivity", kappa_lat, "W/(m K)")
show("electron-lattice exchange", exchange, "W/(m^3 K)", ".1e")
show("side loss per length", side_loss(radius), "W/(m K)", ".2f")
with_side = quasi_1d(uniform, length, sigma, volts, cold, side_loss(radius))[0]
thin = 4e-9
thin_side = quasi_1d(np.full(cells, np.pi * thin**2), length, sigma, volts,
                     cold, side_loss(thin))[0]
assert with_side < peak and with_side - thin_side > 20
show("peak with side loss", with_side, "K", ".0f")
show(f"peak with side loss, radius {thin * 1e9:.0f} nm", thin_side, "K", ".0f")

# positive root of L(T^2-T0^2)/2 + (kappa_lat/sigma)(T-T0) = V^2/8
ratio = kappa_lat / sigma
roots = np.roots([LOR_SI / 2, ratio,
                  -LOR_SI * cold**2 / 2 - ratio * cold - volts**2 / 8])
lattice_formula = roots.max()
lattice_solved = quasi_1d(uniform, length, sigma, volts, cold, 0.0, kappa_lat)[0]
assert abs(lattice_formula - lattice_solved) < 1 and lattice_solved < peak
show("peak with lattice conduction, formula", lattice_formula, "K", ".1f")
show("peak with lattice conduction, solved", lattice_solved, "K", ".1f")
hot_el, hot_lat = quasi_1d(uniform, length, sigma, volts, cold,
                           side_loss(radius), kappa_lat, exchange)
assert hot_lat < hot_el < peak
show("all three effects, electron peak", hot_el, "K", ".0f")
show("all three effects, lattice peak", hot_lat, "K", ".0f")


def thomson_peak(seebeck_300):
    """Peak (K) for S = a*T: L u'' - a u' + 1 = 0, u = (T^2 - T0^2)/2."""
    n = 1999
    h = 1 / (n + 1)
    p = seebeck_300 / 300 * volts / LOR_SI
    matrix = diags([np.full(n, 2 / h**2), np.full(n - 1, -1 / h**2 + p / (2 * h)),
                    np.full(n - 1, -1 / h**2 - p / (2 * h))], [0, 1, -1])
    u = spsolve(matrix.tocsc(), np.ones(n)) * volts**2 / LOR_SI
    return np.sqrt(cold**2 + 2 * u.max())


seebeck = 10e-6
shift = thomson_peak(seebeck) - peak
assert 3.5 < (thomson_peak(2 * seebeck) - peak) / shift < 4.5
show("Seebeck coefficient at 300 K", seebeck * 1e6, "uV/K")
show("peak shift from thermopower", shift, "K", ".2f")

sigma_el = 5e6
spreading = 1 / (2 * np.pi * radius * sigma_el)
phi_end = volts * spreading / (resistance + 2 * spreading)
end_temp = np.sqrt(cold**2 + phi_end * (volts - phi_end) / LOR_SI)
show("electrode conductivity", sigma_el, "S/m", ".1e")
show("spreading resistance per electrode", spreading, "ohm", ".2f")
show("filament end temperature if electrodes share V", end_temp, "K", ".0f")

fermi = 5.0
k_fermi = np.sqrt(2 * const.m_e * fermi * const.e) / const.hbar
free_path = 3 * np.pi**2 * const.hbar * sigma / (const.e**2 * k_fermi**2)
heat_capacity = 3e6
kappa_peak = LOR_SI * sigma * peak
heating_time = heat_capacity * length**2 / (np.pi**2 * kappa_peak)
show("Fermi energy", fermi, "eV")
show("electron mean free path", free_path * 1e9, "nm", ".2f")
show("kB*Tmax over Fermi energy", peak * KB_E / fermi, "", ".4f")
show("field along the oxide", volts / length * 1e-8, "MV/cm", ".2f")
show("electronic thermal conductivity at peak", kappa_peak, "W/(m K)", ".1f")
show("lattice heat capacity", heat_capacity, "J/(m^3 K)", ".1e")
show("heating time", heating_time * 1e12, "ps", ".1f")
print("checks complete")
```

Running it gives:

```
EXAMPLE
Lorenz number over (kB/e)^2, from Fermi functions: 3.28987
Lorenz number: 2.4430e-08 V^2/K^2
filament length: 20 nm
filament radius: 10 nm
filament conductivity: 1.0e+06 S/m
voltage: 0.3 V
contact temperature: 300 K
resistance: 63.7 ohm
current: 4.71 mA
peak temperature, law: 1005.5 K
peak thermal energy kB*Tmax: 0.0866 eV
high-voltage slope 1/(2 sqrt L): 3199 K/V
peak temperature, law, at 0.1 V: 439 K
peak temperature, law, at 0.2 V: 707 K
peak temperature, law, at 0.5 V: 1627 K
SHAPE TESTS
abrupt neck, solved peak: 1005.6 K
abrupt neck, largest local deviation from law: 0.09 %
abrupt neck, potential spread in a cross-section: 19.5 % of V
cone, solved peak: 1006.0 K
cone, largest local deviation from law: 0.27 %
cone, potential spread in a cross-section: 3.0 % of V
quasi-1D off-centre neck, solved peak: 1005.5 K
energy-defined mid-temperature without equilibrium: 1005.5 K
NEGLECTED EFFECTS (rough material parameters)
oxide thermal conductivity: 1 W/(m K)
filament lattice thermal conductivity: 2 W/(m K)
electron-lattice exchange: 5.0e+17 W/(m^3 K)
side loss per length: 12.68 W/(m K)
peak with side loss: 957 K
peak with side loss, radius 4 nm: 865 K
peak with lattice conduction, formula: 951.0 K
peak with lattice conduction, solved: 951.0 K
all three effects, electron peak: 920 K
all three effects, lattice peak: 842 K
Seebeck coefficient at 300 K: 10 uV/K
peak shift from thermopower: -1.06 K
electrode conductivity: 5.0e+06 S/m
spreading resistance per electrode: 3.18 ohm
filament end temperature if electrodes share V: 500 K
Fermi energy: 5 eV
electron mean free path: 0.93 nm
kB*Tmax over Fermi energy: 0.0173
field along the oxide: 0.15 MV/cm
electronic thermal conductivity at peak: 24.6 W/(m K)
lattice heat capacity: 3.0e+06 J/(m^3 K)
heating time: 4.9 ps
checks complete
```
